# Peach–Koehler Force from Virtual Work and the Expansion of Dislocation Loops

Two circular shear loops lie on the same {111} plane of a silicon wafer at 1173 K, under the same resolved shear stress of 0.408 GPa. The stress pushes every part of both loops outward with 0.157 N/m. Yet the net force, averaged round the loop, is 0.044 N/m inward for the loop of radius 20 nm and 0.062 N/m outward for the loop of radius 50 nm. The applied force does not depend on radius, but the loop's force on itself does. This appendix derives both and gives the stress at which they balance.

## 1. Conventions

A loop \(C\) with unit tangent \(\boldsymbol\xi\) bounds a cut surface \(S\). The normal \(\mathbf n\) of \(S\) is right-handed to \(\boldsymbol\xi\) and points into the + side. The slip is

\[
\Delta\mathbf u=\mathbf u(+)-\mathbf u(-).
\]

The Burgers vector is \(\mathbf b=\oint d\mathbf u\) on a right-handed circuit about \(\boldsymbol\xi\). Such a circuit rises through the inside of the loop and returns outside it. Without crossing the cut, it therefore starts on the + face and ends on the − face, so

\[
\mathbf b=\mathbf u(-)-\mathbf u(+)=-\Delta\mathbf u .
\]

Tensile stress is positive, and \(\sigma\) is the stress that would exist without the dislocation. The body is linear elastic, strains are small, and the surface tractions \(\mathbf T\) are dead loads: they do not change as the loop moves.

## 2. Work done by the loads

Let \(\mathbf u^A,\sigma\) be the fields of the loads and \(\mathbf u^D,\sigma^D\) those of the dislocation in the unloaded body. Off the cut, the elastic strains are symmetrised displacement gradients. The core is taken as spread out, so all integrals are finite.

Because the elastic tensor is symmetric, the cross term in the elastic energy can be written in two ways:

\[
U_\times=\int\sigma^D_{ij}\,\partial_j u^A_i\,dV=\int\sigma_{ij}\,\partial_j u^D_i\,dV .
\]

In the first form, \(\partial_j\sigma^D_{ij}=0\) turns the integral into surface terms. On the outer surface \(\sigma^D\) exerts no traction. On the cut, \(\mathbf u^A\) and the traction of \(\sigma^D\) are continuous, so the two faces cancel. Hence \(U_\times=0\).

In the second form, the outer surface gives \(\oint\mathbf T\cdot\mathbf u^D dA\). On the cut, the material on the + side has outward normal \(-\mathbf n\) and that on the − side has \(+\mathbf n\). The faces together give \(-\int_S\Delta\mathbf u\cdot\sigma\mathbf n\,dS\). Therefore

\[
0=\oint\mathbf T\cdot\mathbf u^D dA-W,\qquad
W=\int_S\Delta\mathbf u\cdot\sigma\,d\mathbf S .
\]

The loads do the extra work \(W\) when the loop is made, and the potential energy is

\[
\Pi=\Pi_{\rm loads}+E_{\rm self}-W .
\]

If \(\sigma\) comes from an internal source such as a misfitting precipitate, \(\mathbf T=0\). The first form then fails, because the source's elastic strain is not a displacement gradient everywhere, but the second still holds and gives \(U_\times=-W\). The interaction energy is \(-W\) in both cases.

This was tested on a discrete body: 24 × 24 nodes with one displacement component each, joined by springs of unit stiffness. Nine vertical springs in one row carried a slip of 0.7. The top row was loaded by \(0.1(1+0.8i/24)\), \(i=0,\dots,23\), and the bottom row by the same loads reversed in order and sign. Minimising the energy with loads, with slip and with both gave an interaction energy of −0.873593. The load stress summed over the slipped springs gave the same value for \(-W\).

For constant \(\Delta\mathbf u\), \(W\) does not depend on which surface spans the loop. Two such surfaces enclose a volume, and their values differ by \(\Delta u_i\int\partial_j\sigma_{ij}\,dV=0\). An interpolated stress field that is not in equilibrium loses this property: \(W\) then depends on the chosen surface, and for general three-dimensional motion the line force no longer derives from an energy that depends on the loop alone. For glide within one fixed plane, \(W\) taken over that plane still gives the in-plane force.

## 3. Force per unit length

Displace each line element \(d\mathbf l=\boldsymbol\xi\,dl\) by \(\delta\mathbf r\). It sweeps the vector area \(\delta\mathbf r\times d\mathbf l\). For an outward displacement this points along \(\mathbf n\), as an added piece of \(S\) must. Since \(\sigma\) is symmetric,

\[
\delta W=\oint(\sigma\Delta\mathbf u)\cdot(\delta\mathbf r\times d\mathbf l)
=\oint\delta\mathbf r\cdot(d\mathbf l\times\sigma\Delta\mathbf u),
\]

where the last step is a cyclic permutation of the triple product. Inserting \(\Delta\mathbf u=-\mathbf b\) and reversing the cross product removes both signs:

\[
\delta W=\oint\delta\mathbf r\cdot\mathbf f\,dl,\qquad
\boxed{\mathbf f=(\sigma\mathbf b)\times\boldsymbol\xi}
\]

This is the Peach–Koehler force. Reversing \(\boldsymbol\xi\) also reverses \(\mathbf b\), so \(\mathbf f\) is unchanged. A code that stores \(\Delta\mathbf u\) as its Burgers vector must use \(\boldsymbol\xi\times(\sigma\Delta\mathbf u)\). In uniform stress the total force on a closed loop is \((\sigma\mathbf b)\times\oint d\mathbf l=0\): the loop is deformed but not carried along.

The formula was tested on the dimensionless loop \((\cos t,\,1.2\sin t,\,0.3\cos2t)\), displaced along \((0.3\cos t+0.1,\,0.2\sin2t,\,0.25\sin t+0.2)\), with \(\Delta\mathbf u=(0.5,-0.3,0.8)\). The stress was \(3\mathbf r\mathbf r/r^5-\mathbf 1/r^3\), with \(\mathbf r\) measured from a misfit centre at \((0.4,-0.5,2.5)\), plus a uniform part with \(xx,yy,zz,xy,xz,yz\) components 0.2, −0.4, 0.3, 0.1, −0.3, 0.25. Differentiating the surface integral \(W\) gave −0.069103 per unit displacement, and the line integral of \(\mathbf f\) gave the same.

The force is mechanical. A displacement for which \(\Delta\mathbf u\cdot(\delta\mathbf r\times d\mathbf l)\neq0\) requires atoms to be added or removed. That is climb, and it brings a chemical force treated in Section 7.

## 4. Planar loop in uniform stress

Write \(\mathbf t=\sigma\Delta\mathbf u\), so that \(\mathbf f=\boldsymbol\xi\times\mathbf t\). The outward direction in the loop plane is \(\mathbf m=\boldsymbol\xi\times\mathbf n\). Then

\[
\mathbf m\cdot\mathbf f=(\boldsymbol\xi\times\mathbf n)\cdot(\boldsymbol\xi\times\mathbf t)
=(\boldsymbol\xi\cdot\boldsymbol\xi)(\mathbf n\cdot\mathbf t)-(\boldsymbol\xi\cdot\mathbf t)(\mathbf n\cdot\boldsymbol\xi)
=\mathbf n\cdot\sigma\Delta\mathbf u,
\]

because \(\mathbf n\cdot\boldsymbol\xi=0\). The outward force is the same all round the loop, on edge, screw and mixed segments alike. Similarly,

\[
\mathbf n\cdot\mathbf f=\mathbf t\cdot(\mathbf n\times\boldsymbol\xi)=-\mathbf m\cdot\sigma\Delta\mathbf u .
\]

For a shear loop, \(\Delta\mathbf u=b\,\mathbf s\) with the unit vector \(\mathbf s\) in the plane, and the outward force is \(\tau b\) with \(\tau=\mathbf n\cdot\sigma\mathbf s\).

**Example.** The silicon carries a biaxial stress \(\sigma_0=1\) GPa parallel to its (001) surface, so \(\sigma=\sigma_0\,{\rm diag}(1,1,0)\). Take \(\mathbf n=(1,1,1)/\sqrt3\), \(\mathbf s=(1,0,-1)/\sqrt2\) and \(b=0.384\) nm. Then

\[
\tau=\sigma_0\,\frac{(1,1,0)}{\sqrt3}\cdot\frac{(1,0,-1)}{\sqrt2}=\frac{\sigma_0}{\sqrt6}=0.408\ {\rm GPa},
\qquad \tau b=0.157\ {\rm N/m}.
\]

The out-of-plane force is not small: 0.192 N/m on the edge segments, where \(\mathbf m=\pm\mathbf s\), and 0.111 N/m on the screw segments. The first drives climb and the second cross-slip. The model keeps the loop in its plane by assumption.

## 5. Self-energy of the shear loop

**Energy of one Fourier mode.** Slip on the plane \(z=0\) adds \(\Delta u_i n_j\delta(z)\) to the displacement gradient, and this part carries no stress. Take one mode with in-plane wave vector \(k\) along \(x\), wave number \(q\) along \(z\), and slip amplitude \(D\). The amplitude does not depend on \(q\), because the transform of \(\delta(z)\) is constant. Let \(\mathbf e=(-q,0,k)/\sqrt{k^2+q^2}\), which is perpendicular to the full wave vector \(\boldsymbol\kappa=(k,0,q)\).

The total strain has no \(ee\) or \(ye\) component, since each would contain \(\mathbf e\cdot\boldsymbol\kappa=0\) or a derivative along \(y\). The elastic strain in these components is therefore minus the slip strain. Equilibrium, \(\sigma\boldsymbol\kappa=0\), leaves stresses \(\sigma_{ee}\), \(\sigma_{ye}\) and \(\sigma_{yy}\).

- *Slip along \(y\), perpendicular to the wave vector.* The elastic shear is \(-De_z\), so the energy density is
\[
\tfrac12\mu|D|^2\frac{k^2}{k^2+q^2},\qquad \int\frac{dq}{2\pi}\frac{k^2}{k^2+q^2}=\frac k2 .
\]
- *Slip along \(x\), parallel to the wave vector.* The elastic strain is \(-De_xe_z=Dkq/(k^2+q^2)\). There is no strain along \(y\), so \(\sigma_{yy}=\nu\sigma_{ee}\), and the stress is \(2\mu/(1-\nu)\) times the strain. The energy density is
\[
\tfrac12\,\frac{2\mu}{1-\nu}|D|^2\frac{k^2q^2}{(k^2+q^2)^2}.
\]
With \(q=k\tan\theta\), the \(q\)-integral is \(\frac{k}{2\pi}\int_{-\pi/2}^{\pi/2}\sin^2\theta\,d\theta=k/4\).

The two cases involve different stress components and add. With \(\varphi\) the angle between slip and wave vector,

\[
E=\frac12\int\frac{d^2k}{(2\pi)^2}\,|\Delta u_{\mathbf k}|^2\,\frac{\mu k}{2}\,g(\varphi),\qquad
g=\frac{\cos^2\varphi}{1-\nu}+\sin^2\varphi .
\]

**The loop.** A disc of uniform slip has the transform \(2\pi b\int_0^R rJ_0(kr)\,dr=2\pi bRJ_1(kR)/k\). Its sharp edge would make \(E\) infinite, so the slip is averaged with the weight

\[
w(r)=\frac{\zeta}{2\pi(r^2+\zeta^2)^{3/2}} .
\]

Its transform is \(e^{-k\zeta}\). Indeed, \(\int_0^\infty e^{-k\zeta}J_0(kr)\,dk=(r^2+\zeta^2)^{-1/2}\), and applying \(-(2\pi)^{-1}\partial_\zeta\) to both sides gives the inverse transform of \(e^{-k\zeta}\) on the left and \(w\) on the right. Across a straight edge the slip becomes \(b[\frac12+\frac1\pi\arctan(x/\zeta)]\), so \(\zeta\) is the core half-width. The total slip, the \(k=0\) value, stays \(\pi R^2b\).

The angular mean of \(g\) is \(K=\frac12[1/(1-\nu)+1]=(2-\nu)/[2(1-\nu)]\). With \(t=kR\),

\[
E=\frac12\cdot\frac{\mu K}{2}\cdot\frac{(2\pi bR)^2}{2\pi}\int_0^\infty J_1^2(kR)e^{-2k\zeta}dk
=\frac\pi2\mu b^2KR\,I\!\left(\frac{2\zeta}{R}\right),
\]

where \(I(x)=\int_0^\infty J_1^2(t)e^{-xt}dt\).

**Small core.** Neumann's addition theorem gives \(J_1^2(t)=\frac1\pi\int_0^\pi J_0(2t\sin\frac\theta2)\cos\theta\,d\theta\). Integrating over \(t\) and setting \(\theta=2\alpha\),

\[
I(x)=\frac2\pi\int_0^{\pi/2}\frac{1-2\sin^2\alpha}{\sqrt{x^2+4\sin^2\alpha}}\,d\alpha .
\]

As \(x\to0\), the second term of the numerator contributes \(-\int_0^{\pi/2}\sin\alpha\,d\alpha=-1\). The first is \(\frac12\int d\alpha/\sqrt{\epsilon^2+\sin^2\alpha}\) with \(\epsilon=x/2\). Replacing \(\sin\alpha\) by \(\alpha\) gives \(\int_0^{\pi/2}d\alpha/\sqrt{\epsilon^2+\alpha^2}\to\ln(\pi/\epsilon)\), and the correction is \(\int_0^{\pi/2}(1/\sin\alpha-1/\alpha)\,d\alpha=\ln(4/\pi)\). The sum is \(\ln(4/\epsilon)=\ln(8/x)\), hence \(I\to\frac1\pi[\ln(8/x)-2]\). Define

\[
A=\frac{\mu b^2K}{4\pi},\qquad L=\ln\frac{4R}{\zeta}.
\]

For \(\zeta\ll R\),

\[
E=2\pi RA\,(L-2).
\]

Rough values for silicon are \(\mu=60\) GPa, \(\nu=0.22\) and \(\zeta=0.2\) nm. They give \(K=1.141\) and \(A=0.803\) nN, or 5.01 eV/nm. At \(R=50\) nm, \(L=6.908\) and \(E=2\pi(50)(5.014)(4.908)\approx7731\) eV. Direct quadrature of the Bessel integral gives the same rounded value.

## 6. Condition for expansion

The load work is \(\tau b\pi R^2\), so \(\Pi(R)=2\pi RA(L-2)-\pi R^2\tau b\). Since \(dL/dR=1/R\),

\[
\frac{d\Pi}{dR}=2\pi A(L-2)+2\pi A-2\pi R\tau b .
\]

Dividing \(-d\Pi/dR\) by the circumference gives the net outward force per length, averaged round the loop:

\[
F=\tau b-\frac{A(L-1)}{R},\qquad
\boxed{\tau_c(R)=\frac{A}{bR}\left[\ln\frac{4R}{\zeta}-1\right]}
\]

On average, the loop is driven outward for \(\tau>\tau_c\) and inward for \(\tau<\tau_c\). Single segments can differ, because the self-force on a circle is weaker on edge than on screw segments. At \(R=20\) nm the edge segments are still pushed slightly outward while the screw segments are pulled inward. Reversing the sign of \(\tau\) makes the load help the loop to shrink. For large \(R\) the self-force vanishes and \(F\to\tau b\).

| \(R\) (nm) | \(\tau_c\) (GPa) | \(F\) (N/m) |
|---|---|---|
| 10 | 0.899 | −0.189 |
| 20 | 0.522 | −0.044 |
| 50 | 0.247 | +0.062 |
| 100 | 0.138 | +0.104 |

This answers the opening question: the load's energy gain grows with area, while the self-energy grows roughly with perimeter.

At the critical radius \(R_c\), where \(\tau b=A(L-1)/R_c\), the second derivative is

\[
\frac{d^2\Pi}{dR^2}=\frac{2\pi A}{R_c}-2\pi\tau b=\frac{2\pi A(2-L)}{R_c}.
\]

It is negative for \(L>2\), so the balance is unstable: smaller loops shrink and larger ones grow. At \(L=2\), \(R=1.85\,\zeta\), and the small-core formula no longer applies. In the example \(R_c=27.1\) nm, and direct maximisation of the quadrature energy gives the same value.

The barrier to creating such a loop follows by eliminating \(\tau b\):

\[
\Pi(R_c)=2\pi R_cA(L-2)-\pi R_cA(L-1)=\pi R_cA(L-3)\approx1410\ {\rm eV}.
\]

The thermal energy at 1173 K is 0.101 eV. Within this model, thermal fluctuations do not create expanding loops in perfect crystal, so the criterion concerns loops already present.

## 7. Second case: Frank loops

A Frank loop has slip normal to its plane, so resolved shear does not expand it. For an interstitial loop, an inserted layer of thickness \(b_F\), the slip is \(\Delta\mathbf u=b_F\mathbf n\), and Section 4 gives the outward force \(\sigma_{nn}b_F\) with \(\sigma_{nn}=\mathbf n\cdot\sigma\mathbf n\). Tension favours growth. For a vacancy loop the sign reverses.

Growth by an area \(dS\) takes up \(b_F\,dS/\Omega\) interstitials, with \(\Omega\) the atomic volume. In a dilute ideal solution at \(S_I\) times the equilibrium concentration, each releases \(k_BT\ln S_I\). The total outward force, before the inward pull of line and fault energy, is

\[
f_{\rm out}=b_F\left(\sigma_{nn}+\frac{k_BT}{\Omega}\ln S_I\right).
\]

In the example \(\sigma_{nn}=\frac23\sigma_0=0.667\) GPa. With \(\Omega=0.0200\) nm³ and \(S_I=10\), the osmotic term is 1.86 GPa, almost three times larger. The two are equal when \(\ln S_I=(0.667/1.863)\ln10=0.82\), that is, at \(S_I\approx2.3\).

## 8. Size of the neglected effects

All values refer to \(R=50\) nm, where \(\tau_c=0.247\) GPa.

**Shape.** The applied force is uniform, but the self-force depends on line character, so a circle is not the relaxed shape. An ellipse with semi-axes \(a_1\) along the slip and \(a_2\) across it has the transform \(2\pi ba_1a_2J_1(ks)/(ks)\) before core spreading, with \(s^2=a_1^2\cos^2\varphi+a_2^2\sin^2\varphi\). Its energy is

\[
E=\frac{\mu b^2}{4}(a_1a_2)^2\int_0^{2\pi}\frac{g(\varphi)}{s^3}\,I\!\left(\frac{2\zeta}{s}\right)d\varphi .
\]

At fixed area the minimum lies at \(a_1/a_2=1.37\): the loop lengthens its cheaper screw sides. The energy falls by 1.4 %, and \(\tau_c\) becomes 0.244 GPa.

**Elastic anisotropy.** Replacing \(\mu\) by rough values of the two cubic shear constants, 51 and 80 GPa, gives \(\tau_c=0.210\) and 0.330 GPa. This shows the sensitivity and is not a strict bound. The full cubic elastic tensor with room-temperature constants \(C_{11},C_{12},C_{44}=165.7,\,63.9,\,79.6\) GPa gives \(\tau_c=0.270\) GPa and \(R_c\approx30\) nm; softening all three by 7 % would bring these to 0.251 GPa and 28 nm. The three-digit values above therefore belong to the isotropic model, and those for real silicon are uncertain by about 10 %.

**Core.** An extra core energy \(A\) per length adds \(2\pi A\) to \(d\Pi/dR\), changing \(L-1\) to \(L\). This raises \(\tau_c\) by \(1/5.908=17\) %.

**Splitting into partials.** Two partials of length \(b/\sqrt3\) at 60° have \(2\mathbf b_1\cdot\mathbf b_2=b^2/3\). With line character averaged, a third of the logarithmic energy is then their interaction, cut off at their separation \(d\) instead of \(2\zeta\). The length is \(2\zeta\) because both slip profiles are spread: the energy contains \(e^{-2k\zeta}\), and \(L=\ln[8R/(2\zeta)]\). For \(d\gg\zeta\) the energy change per length is \(-\frac A3\ln\frac{d}{2\zeta}+\gamma d\), smallest at \(d=A/(3\gamma)\), where it equals \(-\frac A3[\ln\frac{d}{2\zeta}-1]\). A rough fault energy \(\gamma=0.06\) J/m² gives \(d=4.5\) nm and lowers \(\tau_c\) by about 8 %, if the load pushes both partials equally. In the example it does not: at 1 GPa the leading partial, with slip \(\frac a6[11\bar2]\), feels 0.105 N/m and the trailing one 0.052 N/m. This widens the fault to about 6 nm at the threshold stress and about 10 nm at 1 GPa, and the reduction of \(\tau_c\) becomes about 10 %. Biaxial compression narrows the fault instead. The numerical output uses the cruder cut-off \(\zeta\) in place of \(2\zeta\), which overstates the change as 12 %.

**Free surface.** Let the loop centre lie 100 nm deep. The plane is tilted by \(\theta\) with \(\sin\theta=\sqrt{2/3}\), so the loop top is at \(h=59\) nm. The line there is parallel to the surface, at 60° to the slip. Treated as straight, it has energy \(A_{60}\ln(h/\zeta)\) plus a constant, since \(h\) is the one length besides \(\zeta\), with \(A_{60}=\frac{\mu b^2}{4\pi}[\cos^260°+\sin^260°/(1-\nu)]\). The pull along the glide plane, \(A_{60}\sin\theta/h\), equals a stress of 0.031 GPa and acts outward at the top. This is an overestimate: the loop's radius is smaller than \(h\), so the opposite side of the loop, where the line runs the other way, cancels part of the pull.

**Lattice friction.** The criterion gives a direction, not a speed. If glide is activated with roughly 2.2 eV, then at equal stress and prefactor it is slower at 300 K than at 1173 K by a factor of about \(10^{27}\). A loop above threshold at room temperature is then effectively frozen.

The hard modulus and the extra core energy together give \(0.330\times1.17\approx0.39\) GPa, still below the applied 0.408 GPa. The prediction for the 50 nm loop survives this combination narrowly; that for a loop near 27 nm would not.

## 9. Use for implanted silicon

The example of Section 8 takes a loop of radius 50 nm centred 100 nm below the surface. A uniform 1 GPa in the silicon itself is high: a stressed blanket film puts far less into the thick wafer beneath it, and such values belong to strained layers or the neighbourhood of film edges. Even there the example is idealised. A loop of radius 50 nm on this plane spans 82 nm of depth, and a layer that thick under 1 GPa is above rough estimates of its equilibrium critical thickness, so at 1173 K it tends to relax by dislocation glide. At a tenth of the stress, \(\tau=0.041\) GPa, and even the 100 nm loop, with \(\tau_c=0.138\) GPa, would shrink.

The criterion also assumes pure shear. Implantation can leave interstitial loops, to which it does not apply, and while excess interstitials remain, the osmotic term of Section 7 can exceed the applied stress. The shear criterion should be used for glide loops, with the local stress in the silicon and a temperature at which glide is active. Near film edges, where \(\sigma\) varies across the loop, \(\tau b\pi R^2\) must be replaced by the surface integral \(W\). The numerical output below lists most of the values used here.

## Computed values

```
INPUTS (rough typical values for silicon)
shear modulus = 60 GPa, Poisson ratio = 0.22
Burgers length = 0.384 nm, core half-width = 0.20 nm
loop radius = 50 nm, centre depth = 100 nm
biaxial stress = 1.00 GPa, anneal T = 1173 K
TESTS OF VIRTUAL WORK (dimensionless)
discrete body: interaction energy = -0.873593
discrete body: minus work on cut  = -0.873593
bent loop: work rate from surface = -0.069103
bent loop: work rate from force   = -0.069103
APPLIED FORCE
resolution factor = 0.4082
resolved shear stress = 0.4082 GPa
outward force per length = 0.1568 N/m
out-of-plane force, edge segment  = 0.1920 N/m
out-of-plane force, screw segment = 0.1109 N/m
SELF-FORCE AND EXPANSION
K = 1.1410, A = 0.8033 nN = 5.014 eV/nm
ln(4R/zeta) at 50 nm = 6.9078
loop energy, formula    = 7730.7 eV
loop energy, quadrature = 7730.9 eV
R = 10 nm: tau_c = 0.8992 GPa, net force = -0.1885 N/m
R = 20 nm: tau_c = 0.5221 GPa, net force = -0.0437 N/m
R = 50 nm: tau_c = 0.2472 GPa, net force = +0.0618 N/m
R = 100 nm: tau_c = 0.1381 GPa, net force = +0.1037 N/m
critical radius, formula    = 27.14 nm
critical radius, quadrature = 27.14 nm
energy barrier at critical radius = 1410 eV
thermal energy at anneal T = 0.1011 eV
NEGLECTED EFFECTS (at R = 50 nm)
best ellipse: axis along slip / across = 1.371
ellipse energy change = -1.36 %
tau_c of relaxed ellipse = 0.2439 GPa
tau_c with modulus 51 GPa = 0.2101 GPa
tau_c with modulus 80 GPa = 0.3296 GPa
tau_c change for extra core energy A = +16.9 %
stacking-fault energy = 0.060 J/m2
partial splitting = 4.46 nm, tau_c change = -11.9 %
depth of loop top = 59.2 nm
surface attraction at loop top = 0.0306 GPa
glide activation energy = 2.2 eV
glide slower at 300 K by 10^27.5
FRANK LOOP COMPARISON
normal stress on loop plane = 0.6667 GPa
atomic volume = 0.02002 nm3
osmotic stress at supersaturation 10 = 1.863 GPa
```
